# Conductivity of a grain stack: the boundary is not the whole resistance: verification in Python

```python
"""Series thermal conductivity of a stack of grains.
Result under test: k_eff = d / (d/k + 1/G), where
  d = grain length along the heat flow, k = conductivity inside a grain,
  G = boundary conductance (flux / jump of local temperature).
Independent roads: nodal heat balance in one and two dimensions, and
phonon transport with a single mean free path. SI units inside.
"""
import numpy as np
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.special import expn

d, k, G = 50e-9, 60.0, 500e6
nm, MW = 1e-9, 1e6
rng = np.random.default_rng(7)


def series_k(length, k_in, g_boundary):
    return length / (length / k_in + 1 / g_boundary)


def solve_stack(lengths, boundaries, drop, pieces=5):
    """Heat balance at every node; both sides of a boundary are nodes."""
    links = []
    for i, length in enumerate(lengths):
        links += [k * pieces / length] * pieces
        if i < len(lengths) - 1:
            links.append(boundaries[i])
    links = np.array(links)
    size = len(links) + 1
    A = np.zeros((size, size))
    for i, g in enumerate(links):
        A[i, i] += g
        A[i + 1, i + 1] += g
        A[i, i + 1] -= g
        A[i + 1, i] -= g
    T = np.zeros(size)
    T[0] = drop
    T[1:-1] = np.linalg.solve(A[1:-1, 1:-1], -A[1:-1, 0] * drop)
    return links[0] * (T[0] - T[1]), T


def solve_bricks(n, staggered):
    """Periodic square grains, two rows, n x n cells per grain."""
    h, drop = d / n, 1.0
    inside, across = k, h / (h / k + 1 / G)
    rows, cols, vals = [], [], []
    rhs = np.zeros(2 * n * n)
    wrap = []

    def connect(a, b, g):
        rows.extend([a, b, a, b])
        cols.extend([a, b, b, a])
        vals.extend([g, g, -g, -g])

    for j in range(2 * n):
        wall = n // 2 if (staggered and j >= n) else 0
        for i in range(n):
            a, b = j * n + i, j * n + (i + 1) % n
            g = across if (i + 1) % n == wall else inside
            connect(a, b, g)
            if i == n - 1:          # the next period is colder by drop
                rhs[a] -= g * drop
                rhs[b] += g * drop
                wrap.append((a, b, g))
            up = ((j + 1) % (2 * n)) * n + i
            connect(a, up, across if (j + 1) % n == 0 else inside)
    A = coo_matrix((vals, (rows, cols))).tocsc()
    T = np.zeros(2 * n * n)
    T[1:] = spsolve(A[1:, 1:], rhs[1:])
    heat = sum(g * (T[a] - T[b] + drop) for a, b, g in wrap)
    return heat / (2 * d) * d / drop


def crossing_chance(tau, cells=800):
    """Chance Q of crossing a grain of tau mean free paths."""
    edges = np.linspace(0, tau, cells + 1)
    mid = (edges[1:] + edges[:-1]) / 2
    gap = edges[None, :] - mid[:, None]
    cumulative = 0.5 * np.sign(gap) * (1 - expn(2, np.abs(gap)))
    kernel = np.diff(cumulative, axis=1)
    u = np.linalg.solve(np.eye(cells) - kernel, 0.5 * expn(2, tau - mid))
    first_hit = -2 * np.diff(expn(3, edges))
    return 2 * expn(3, tau) + first_hit @ u


def walk_chance(grains, tau, t, walkers=200000):
    """Random phonon walks through grains with diffuse boundaries."""
    x = np.zeros(walkers)
    mu = np.sqrt(1 - rng.random(walkers))
    cell = np.zeros(walkers, dtype=int)
    passed = 0
    while len(x):
        x = x + mu * rng.exponential(size=len(x))
        right, left = x >= tau, x <= 0
        inside = ~(right | left)
        go = rng.random(len(x)) < t
        out_right = right & (cell == grains - 1)
        out_left = left & (cell == 0)
        passed += out_right.sum()
        cell = cell + (right & go) - (left & go).astype(int)
        forward = (right & go) | (left & ~go)
        diffuse = np.sqrt(1 - rng.random(len(x)))
        isotropic = 2 * rng.random(len(x)) - 1
        mu = np.where(inside, isotropic,
                      np.where(forward, diffuse, -diffuse))
        x = np.where(inside, x, np.where(forward, 0.0, tau))
        keep = ~(out_right | out_left)
        x, mu, cell = x[keep], mu[keep], cell[keep]
    return passed / walkers


# Long stack: resistance added by one more grain and boundary
k_eff = series_k(d, k, G)
N, drop = 20, 10.0
q, T = solve_stack([d] * N, [G] * (N - 1), drop)
q_next, _ = solve_stack([d] * (N + 1), [G] * N, drop)
k_numeric = d / (drop / q_next - drop / q)
assert abs(k_numeric / k_eff - 1) < 1e-7
assert abs(k_eff - 17.6) < 0.1

# Finite film and its temperature drops
k_film = N * d / (N * d / k + (N - 1) / G)
assert abs(q * N * d / drop / k_film - 1) < 1e-8
grain_drop, jump = T[0] - T[5], T[5] - T[6]
assert abs(grain_drop / (k_film * drop / (N * d) * d / k) - 1) < 1e-7
assert abs(jump / (k_film * drop / (N * d) / G) - 1) < 1e-7

# Sensitivities by finite differences
step = 1e-4
sens_k = (np.log(series_k(d, k * (1 + step), G))
          - np.log(series_k(d, k * (1 - step), G))) / (2 * step)
sens_G = (np.log(series_k(d, k, G * (1 + step)))
          - np.log(series_k(d, k, G * (1 - step)))) / (2 * step)
assert abs(sens_k - k_eff / k) < 1e-6
assert abs(sens_G - (1 - k_eff / k)) < 1e-6

# Unequal grains with the same mean; unequal boundaries
sizes = rng.lognormal(0, 0.5, N)
sizes *= N * d / sizes.sum()
q_sizes, _ = solve_stack(sizes, [G] * (N - 1), drop)
assert abs(q_sizes / q - 1) < 1e-7
G_low, G_high = 0.5 * G, 1.5 * G
G_series = 2 / (1 / G_low + 1 / G_high)
k_uneven = series_k(d, k, G_series)
pattern = [G_low, G_high] * 11
q_a, _ = solve_stack([d] * 20, pattern[:19], drop)
q_b, _ = solve_stack([d] * 22, pattern[:21], drop)
assert abs(2 * d / (drop / q_b - drop / q_a) / k_uneven - 1) < 1e-7

# Two-dimensional grains
k_aligned = solve_bricks(20, False)
k_coarse, k_brick = solve_bricks(20, True), solve_bricks(40, True)
assert abs(k_aligned / k_eff - 1) < 1e-7
assert k_brick > k_eff
assert abs(k_coarse / k_brick - 1) < 0.01   # grid error

# Ballistic estimate with one mean free path
C, v = 0.9e6, 1800.0
g_one_way = C * v / 4
mfp = 3 * k / (C * v)
tau = d / mfp
t = G / (G + g_one_way)
Q = crossing_chance(tau)
Q_simple = 1 / (1 + 0.75 * tau)
slope = (1 / crossing_chance(20.0) - 1 / crossing_chance(10.0)) / 10
assert abs(slope - 0.75) < 0.005            # thick grains obey Fourier
Q_walk = walk_chance(1, tau, t)
assert abs(Q_walk - Q) < 0.005              # sampling error near 0.001
chain = 1 / (4 / Q + 3 * (1 / t - 2))
chain_walk = walk_chance(4, tau, t)
assert abs(chain_walk - chain) < 0.005      # sampling error near 0.001
k_ballistic = d * g_one_way / (1 / Q + 1 / t - 2)
k_simple = d * g_one_way / (1 / Q_simple + 1 / t - 2)
assert abs(k_simple / k_eff - 1) < 1e-9

# Warmer use and cleaner grains
T_room, T_hot, k_clean = 300.0, 400.0, 150.0
k_inside_hot = k * T_room / T_hot
k_hot = series_k(d, k_inside_hot, G)
k_from_clean = series_k(d, k_clean, G)


def change(value):
    return 100 * (value / k_eff - 1)


print(f"grain length d = {d/nm:.0f} nm")
print(f"interior conductivity k = {k:.0f} W/mK")
print(f"boundary conductance G = {G/MW:.0f} MW/m2K")
print(f"grain resistance d/k = {d/k*1e9:.4f} m2K/GW")
print(f"boundary resistance 1/G = {1e9/G:.4f} m2K/GW")
print(f"period resistance = {(d/k+1/G)*1e9:.4f} m2K/GW")
print(f"k_eff, series formula = {k_eff:.3f} W/mK")
print(f"k_eff, nodal heat balance = {k_numeric:.3f} W/mK")
print(f"equivalent length k/G = {k/G/nm:.0f} nm")
print(f"ratio k/(G d) = {k/(G*d):.2f}")
print(f"ceiling G d = {G*d:.1f} W/mK")
print(f"fractional sensitivity to k = {sens_k:.3f}")
print(f"fractional sensitivity to G = {sens_G:.3f}")
print(f"film: grains = {N}, boundaries = {N-1}")
print(f"film thickness = {N*d/nm:.0f} nm, drop = {drop:.0f} K")
print(f"film conductivity = {k_film:.3f} W/mK")
print(f"film heat flux = {q/MW:.1f} MW/m2")
print(f"drop inside one grain = {grain_drop:.4f} K")
print(f"jump at one boundary = {jump:.4f} K")
print(f"random grain lengths: shortest = {sizes.min()/nm:.1f} nm")
print(f"random grain lengths: longest = {sizes.max()/nm:.1f} nm")
print(f"film flux, random lengths = {q_sizes/MW:.1f} MW/m2")
print(f"uneven G: {G_low/MW:.0f} and {G_high/MW:.0f} MW/m2K")
print(f"uneven G: series mean = {G_series/MW:.1f} MW/m2K")
print(f"uneven G: k_eff = {k_uneven:.2f} W/mK")
print(f"uneven G: change = {change(k_uneven):+.1f} %")
print(f"aligned squares: k_eff = {k_aligned:.3f} W/mK")
print(f"staggered squares: k_eff = {k_brick:.2f} W/mK")
print(f"staggered squares: change = {change(k_brick):+.1f} %")
print(f"phonon heat capacity C = {C/1e6:.1f} MJ/m3K")
print(f"phonon speed v = {v:.0f} m/s")
print(f"mean free path = {mfp/nm:.1f} nm")
print(f"grain length / mean free path = {tau:.3f}")
print(f"one-way conductance C v/4 = {g_one_way/MW:.0f} MW/m2K")
print(f"boundary transmission t = {t:.3f}")
print(f"t if G used arriving phonons = {G/g_one_way:.3f}")
print(f"crossing chance Q, integral equation = {Q:.4f}")
print(f"crossing chance Q, random walks = {Q_walk:.3f}")
print(f"crossing chance Q, simple formula = {Q_simple:.4f}")
print(f"four-grain chance, resistance law = {chain:.4f}")
print(f"four-grain chance, random walks = {chain_walk:.3f}")
print(f"ballistic estimate: k_eff = {k_ballistic:.2f} W/mK")
print(f"ballistic estimate: change = {change(k_ballistic):+.1f} %")
print(f"reference and hot temperature = {T_room:.0f}, {T_hot:.0f} K")
print(f"hot interior conductivity = {k_inside_hot:.1f} W/mK")
print(f"hot: k_eff = {k_hot:.2f} W/mK")
print(f"hot: change = {change(k_hot):+.1f} %")
print(f"cleaner interior conductivity = {k_clean:.0f} W/mK")
print(f"cleaner interior: k_eff = {k_from_clean:.2f} W/mK")
print(f"cleaner interior: change = {change(k_from_clean):+.1f} %")
print("success")
```

Running it gives:

```
grain length d = 50 nm
interior conductivity k = 60 W/mK
boundary conductance G = 500 MW/m2K
grain resistance d/k = 0.8333 m2K/GW
boundary resistance 1/G = 2.0000 m2K/GW
period resistance = 2.8333 m2K/GW
k_eff, series formula = 17.647 W/mK
k_eff, nodal heat balance = 17.647 W/mK
equivalent length k/G = 120 nm
ratio k/(G d) = 2.40
ceiling G d = 25.0 W/mK
fractional sensitivity to k = 0.294
fractional sensitivity to G = 0.706
film: grains = 20, boundaries = 19
film thickness = 1000 nm, drop = 10 K
film conductivity = 18.293 W/mK
film heat flux = 182.9 MW/m2
drop inside one grain = 0.1524 K
jump at one boundary = 0.3659 K
random grain lengths: shortest = 21.1 nm
random grain lengths: longest = 106.5 nm
film flux, random lengths = 182.9 MW/m2
uneven G: 250 and 750 MW/m2K
uneven G: series mean = 375.0 MW/m2K
uneven G: k_eff = 14.29 W/mK
uneven G: change = -19.0 %
aligned squares: k_eff = 17.647 W/mK
staggered squares: k_eff = 20.22 W/mK
staggered squares: change = +14.6 %
phonon heat capacity C = 0.9 MJ/m3K
phonon speed v = 1800 m/s
mean free path = 111.1 nm
grain length / mean free path = 0.450
one-way conductance C v/4 = 405 MW/m2K
boundary transmission t = 0.552
t if G used arriving phonons = 1.235
crossing chance Q, integral equation = 0.7243
crossing chance Q, random walks = 0.725
crossing chance Q, simple formula = 0.7477
four-grain chance, resistance law = 0.2019
four-grain chance, random walks = 0.201
ballistic estimate: k_eff = 17.01 W/mK
ballistic estimate: change = -3.6 %
reference and hot temperature = 300, 400 K
hot interior conductivity = 45.0 W/mK
hot: k_eff = 16.07 W/mK
hot: change = -8.9 %
cleaner interior conductivity = 150 W/mK
cleaner interior: k_eff = 21.43 W/mK
cleaner interior: change = +21.4 %
success
```
